# Oxygen Diffusion Length in Silicon During a Sixteen-Hour Anneal: test program

```python
# Result under test: oxygen in silicon with diffusivity
#   D = D0 exp(-E/(kB T)), D0 = 0.13 cm^2/s, E = 2.53 eV,
# has a diffusion length L = sqrt(D t) near 8.5 micrometres
# after t = 16 hours at 1000 C.
# Also tested: rms displacement along one axis = sqrt(2) L;
# out-diffusion profile u = erf(x/(2L)), where u is the remaining
# fraction of the initial excess over the fixed surface concentration;
# emptied depth 2L/sqrt(pi); and d ln L/dT = E/(2 kB T^2).
import numpy as np
from scipy import constants
from scipy.linalg import eigh_tridiagonal
from scipy.special import erf

KB_EV = constants.k / constants.e        # Boltzmann constant, eV/K
D0 = 0.13                                # cm^2/s
E = 2.53                                 # eV
CM_TO_UM = 1.0e4
hours = 16.0
celsius = 1000.0
t = hours * constants.hour               # s
T = celsius + constants.zero_Celsius     # K


def diffusivity(temperature):
    """Diffusivity in cm^2/s at an absolute temperature in K."""
    return D0 * np.exp(-E / (KB_EV * temperature))


def length_um(temperature):
    """Diffusion length sqrt(D t) in micrometres."""
    return np.sqrt(diffusivity(temperature) * t) * CM_TO_UM


def evolve(initial, spacing_um, absorbing_left):
    """Solve the diffusion equation on a grid for the whole anneal.

    The right end is closed. The left end is closed or absorbing.
    """
    n = len(initial)
    diagonal = np.full(n, -2.0)
    diagonal[-1] = -1.0
    if not absorbing_left:
        diagonal[0] = -1.0
    rate = diffusivity(T) * CM_TO_UM**2 / spacing_um**2   # 1/s
    values, vectors = eigh_tridiagonal(rate * diagonal,
                                       np.full(n - 1, rate))
    return vectors @ (np.exp(values * t) * (vectors.T @ initial))


D = diffusivity(T)
L = length_um(T)
assert abs(L - 8.5) < 0.05

# Spread of a point source, far from both closed ends
dx_source = 0.2
position = dx_source * np.arange(-400, 401)
source = np.zeros(position.size)
source[400] = 1.0
probability = evolve(source, dx_source, absorbing_left=False)
assert abs(probability.sum() - 1.0) < 1e-9
rms_grid = np.sqrt(np.sum(probability * position**2))
L_grid = rms_grid / np.sqrt(2.0)
assert abs(L_grid / L - 1.0) < 1e-6

# Out-diffusion from an initially uniform slab
dx_slab = 0.125
depth = dx_slab * np.arange(1, 801)
remaining = evolve(np.ones(depth.size), dx_slab, absorbing_left=True)
profile_error = np.max(np.abs(remaining - erf(depth / (2.0 * L))))
assert profile_error < 1e-4              # grid error of order (dx/L)^2
emptied_grid = dx_slab * (0.5 + np.sum(1.0 - remaining))
emptied = 2.0 * L / np.sqrt(np.pi)
assert abs(emptied_grid / emptied - 1.0) < 1e-4

# Temperature sensitivity against a central finite difference
slope = E / (2.0 * KB_EV * T**2)
step = 0.1
slope_numeric = (np.log(length_um(T + step))
                 - np.log(length_um(T - step))) / (2.0 * step)
assert abs(slope_numeric / slope - 1.0) < 1e-5

print(f"prefactor D0 = {D0:.2f} cm^2/s")
print(f"activation energy E = {E:.2f} eV")
print(f"anneal temperature = {celsius:.0f} C")
print(f"absolute temperature T = {T:.2f} K")
print(f"anneal duration = {hours:.0f} h")
print(f"anneal time t = {t:.0f} s")
print(f"Boltzmann constant = {KB_EV:.6e} eV/K")
print(f"thermal energy kB T = {KB_EV * T:.6f} eV")
print(f"exponent E/(kB T) = {E / (KB_EV * T):.3f} (no unit)")
print(f"exp(-E/(kB T)) = {np.exp(-E / (KB_EV * T)):.3e} (no unit)")
print(f"diffusivity D = {D:.3e} cm^2/s")
print(f"product D t = {D * t:.3e} cm^2")
print(f"diffusion length L = {L / CM_TO_UM:.3e} cm")
print(f"diffusion length L = {L:.2f} micrometres")
print(f"L recovered from grid spread = {L_grid:.2f} micrometres")
print(f"rms displacement, one axis = {np.sqrt(2.0) * L:.2f} micrometres")
for multiple in (1, 2, 4):
    print(f"remaining excess at depth {multiple} L = "
          f"{erf(multiple / 2.0):.4f} (fraction)")
print(f"largest profile difference, grid - erf = {profile_error:.1e}"
      " (fraction)")
print(f"emptied depth, formula = {emptied:.2f} micrometres")
print(f"emptied depth, grid = {emptied_grid:.2f} micrometres")
print(f"d ln L/dT = {100.0 * slope:.3f} percent per K")
print(f"L at {celsius - 10:.0f} C = {length_um(T - 10):.2f} micrometres")
print(f"L at {celsius + 10:.0f} C = {length_um(T + 10):.2f} micrometres")
print(f"L if 1000 K is used by mistake = {length_um(1000.0):.2f}"
      " micrometres")
print("tests ok")
```

Running it gives:

```
prefactor D0 = 0.13 cm^2/s
activation energy E = 2.53 eV
anneal temperature = 1000 C
absolute temperature T = 1273.15 K
anneal duration = 16 h
anneal time t = 57600 s
Boltzmann constant = 8.617333e-05 eV/K
thermal energy kB T = 0.109712 eV
exponent E/(kB T) = 23.060 (no unit)
exp(-E/(kB T)) = 9.660e-11 (no unit)
diffusivity D = 1.256e-11 cm^2/s
product D t = 7.233e-07 cm^2
diffusion length L = 8.505e-04 cm
diffusion length L = 8.50 micrometres
L recovered from grid spread = 8.50 micrometres
rms displacement, one axis = 12.03 micrometres
remaining excess at depth 1 L = 0.5205 (fraction)
remaining excess at depth 2 L = 0.8427 (fraction)
remaining excess at depth 4 L = 0.9953 (fraction)
largest profile difference, grid - erf = 2.9e-06 (fraction)
emptied depth, formula = 9.60 micrometres
emptied depth, grid = 9.60 micrometres
d ln L/dT = 0.906 percent per K
L at 990 C = 7.76 micrometres
L at 1010 C = 9.30 micrometres
L if 1000 K is used by mistake = 0.36 micrometres
tests ok
```
